**Casimir's hyperfine factor tested for thallium**

The program tests $F_j=4j(j+\tfrac12)(j+1)/[\gamma(4\gamma^2-1)]$, where $\gamma=\sqrt{(j+\tfrac12)^2-(\alpha Z)^2}$, $j$ is the electron's total angular momentum, $Z$ the nuclear charge and $\alpha$ the fine-structure constant. It asserts the angular factor by quadrature over the sphere, the zero-energy Bessel solution against the remaining Dirac equation, the equality of the outer envelopes, and $F_j$ from direct radial integrals. A radial solver must return the ratio five when $\alpha=0$ and must reproduce $F_j$ within 1% for hydrogen-like 12p states. In a Thomas–Fermi–Latter model of thallium, the 12p factors scaled by the cube of the effective quantum number must agree with $F_j$ within 10%. The output gives $F_{1/2}=2.321$ and $F_{3/2}=1.154$, which raise the $p_{1/2}$ to $p_{3/2}$ ratio from 5 to 10.05. The model's 6p ratio is 18.5; unequal binding, which changes the normalisation near the nucleus, is estimated to account for much of the excess. Core polarisation, electron correlation and nuclear size are not included.

## Numerical verification

```python
"""Casimir's relativistic hyperfine factor and the p1/2 : p3/2 ratio in thallium.

Result under test: F_j = 4 j (j+1/2)(j+1) / (g (4 g^2 - 1)),
g = sqrt((j+1/2)^2 - (alpha Z)^2), multiplies the non-relativistic hyperfine
constant of a weakly bound electron at equal amplitude outside the core.
Symbols (atomic units): kappa = Dirac quantum number (+1 p1/2, -2 p3/2),
P, Q = large and small radial functions, q = c Q,
R = integral of P q / r^2, eps = energy without rest energy,
nstar = effective quantum number. The hyperfine constant is
A = (mu0/4pi) 2 muB gI muN * 2 kappa R / (j (j+1)).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_bvp
from scipy.special import jv, jvp

ALPHA = const.fine_structure
C = 1.0 / ALPHA
Z = 81
KAPPAS = {"p1/2": 1, "p3/2": -2}
EYE = np.eye(2)


def j_of(kappa):
    return abs(kappa) - 0.5


def gamma_of(kappa, charge=Z, alpha2=ALPHA**2):
    return np.sqrt(kappa**2 - alpha2 * charge**2)


def casimir(j, charge=Z):
    g = np.sqrt((j + 0.5)**2 - (ALPHA * charge)**2)
    return 4 * j * (j + 0.5) * (j + 1) / (g * (4 * g**2 - 1))


# ---- angular factor by quadrature over the sphere, m = j for each state ----
def angular_factor(kappa):
    z, wz = np.polynomial.legendre.leggauss(12)
    phi = 2 * np.pi * np.arange(16) / 16
    z, phi = np.meshgrid(z, phi, indexing="ij")
    weight = wz[:, None] * 2 * np.pi / 16
    s = np.sqrt(1 - z**2)
    x, y = s * np.cos(phi), s * np.sin(phi)
    y11 = -np.sqrt(3 / (8 * np.pi)) * (x + 1j * y)
    y10 = np.sqrt(3 / (4 * np.pi)) * z
    if kappa == 1:
        up, down = -np.sqrt(1 / 3) * y10, np.sqrt(2 / 3) * y11
    else:
        up, down = y11, 0 * y11
    low_up = -(z * up + (x - 1j * y) * down)
    low_down = -((x + 1j * y) * up - z * down)
    op_up = (-1j * x - y) * 1j * low_down
    op_down = (1j * x - y) * 1j * low_up
    return np.sum(weight * (np.conj(up) * op_up + np.conj(down) * op_down))


angular = {}
for name, kappa in KAPPAS.items():
    j = j_of(kappa)
    value = angular_factor(kappa)
    assert abs(value - kappa * j / (j * (j + 1))) < 1e-12
    angular[name] = value.real / j


# ---- zero-energy Coulomb solution, normalised with N = 2 alpha Z ----
def small_q(x, kappa):
    return 2 * ALPHA * Z * jv(2 * gamma_of(kappa), x)


def large_p(x, kappa):
    nu = 2 * gamma_of(kappa)
    return 2 * (kappa * jv(nu, x) - 0.5 * x * jvp(nu, x))


bessel_integral = {}
direct_factor = {}
for name, kappa in KAPPAS.items():
    nu = 2 * gamma_of(kappa)
    # the remaining first-order Dirac equation, by central differences
    for x in (0.7, 2.5, 6.0, 11.0):
        d = 1e-4
        slope = (large_p(x + d, kappa) - large_p(x - d, kappa)) / (2 * d)
        r = x**2 / (8 * Z)
        left = 0.5 * x * slope + kappa * large_p(x, kappa)
        right = (2 * C * r + ALPHA * Z) * small_q(x, kappa)
        assert abs(left - right) < 1e-6 * (1 + abs(right))
    # equal envelopes of relativistic and non-relativistic large functions
    xs = np.linspace(4000, 4010, 20001)
    env_rel = np.max(np.abs(large_p(xs, kappa)) / np.sqrt(xs))
    env_nr = np.max(np.abs(xs * jv(3, xs)) / np.sqrt(xs))
    assert abs(env_rel / env_nr - 1) < 1e-3
    # Bessel moment; the cut at x = 200 leaves out about 1e-8
    m = quad(lambda x: jv(nu, x)**2 / x**3, 0, 200, limit=2000)[0]
    assert abs(m * 4 * nu * (nu**2 - 1) - 1) < 1e-5
    bessel_integral[name] = m
    # the factor from the defining radial integrals
    rel = C * quad(lambda x: large_p(x, kappa) * small_q(x, kappa)
                   * 16 * Z / x**3, 0, 200, limit=2000)[0]
    r3 = quad(lambda x: (x * jv(3, x))**2 * 128 * Z**2 / x**5,
              0, 200, limit=2000)[0]
    direct_factor[name] = rel / (0.5 * (kappa + 1) * r3)
    assert abs(direct_factor[name] / casimir(j_of(kappa)) - 1) < 1e-4


# ---- Thomas-Fermi screening function, variable t = sqrt(x) ----
def tf_rhs(t, y):
    return np.vstack([2 * t * y[1], 2 * np.maximum(y[0], 0)**1.5])


t_mesh = np.linspace(0, 20, 401)
guess = np.vstack([1 / (1 + 0.5 * t_mesh**2)**2,
                   -1 / (1 + 0.5 * t_mesh**2)**3])
tf = solve_bvp(tf_rhs, lambda a, b: np.array([a[0] - 1, b[0]]),
               t_mesh, guess, tol=1e-7, max_nodes=20000)
assert tf.success
t_fine = np.linspace(0, 20, 8001)
electrons = simpson(2 * t_fine**2 * np.maximum(tf.sol(t_fine)[0], 0)**1.5,
                    x=t_fine)
assert abs(electrons - 1) < 1e-3   # neutral atom, finite outer radius
TF_LENGTH = 0.5 * (0.75 * np.pi)**(2 / 3) * Z**(-1 / 3)


def v_atom(r):
    t = np.minimum(np.sqrt(r / TF_LENGTH), 20.0)
    return -np.maximum(Z * tf.sol(t)[0], 1.0) / r


def v_coulomb(r):
    return -Z / r


# ---- radial Dirac solver on a logarithmic grid (alpha2 = 0: Schroedinger) ----
def step_matrices(eps, kappa, alpha2, r, v, h):
    w = r * (eps - v)
    a = np.empty((len(r), 2, 2))
    a[:, 0, 0] = -kappa
    a[:, 0, 1] = 2 * r + alpha2 * w
    a[:, 1, 0] = -w
    a[:, 1, 1] = kappa
    first, mid, last = a[0:-2:2], a[1::2], a[2::2]
    k2 = mid @ (EYE + 0.5 * h * first)
    k3 = mid @ (EYE + 0.5 * h * k2)
    k4 = last @ (EYE + h * k3)
    return EYE + h / 6 * (first + 2 * k2 + 2 * k3 + k4)


def march(matrices, p, q):
    ps, qs = [p], [q]
    for a, b, c, d in matrices.reshape(-1, 4).tolist():
        p, q = a * p + b * q, c * p + d * q
        ps.append(p)
        qs.append(q)
    return np.array(ps), np.array(qs)


def solve_state(n, kappa, alpha2, potential, r_end, low, high):
    """Energy and hyperfine integral R of the state np (n-2 radial nodes)."""
    r0 = 1e-7
    span = np.log(r_end / r0)
    steps = int(span / 0.005)
    r = r0 * np.exp(np.linspace(0, span, 2 * steps + 1))
    h = span / steps
    v = potential(r)
    g = gamma_of(kappa, Z, alpha2)
    if kappa > 0:
        start = ((kappa - g) / Z + 2 * r0 / (2 * kappa + 1), 1.0)
    else:
        start = (1.0, Z / (kappa - g))

    def nodes(eps):
        p = march(step_matrices(eps, kappa, alpha2, r, v, h), *start)[0]
        return np.count_nonzero(np.diff(np.sign(p)))

    assert nodes(low) <= n - 2 < nodes(high)
    for _ in range(48):
        middle = 0.5 * (low + high)
        if nodes(middle) > n - 2:
            high = middle
        else:
            low = middle
    eps = 0.5 * (low + high)
    mats = step_matrices(eps, kappa, alpha2, r, v, h)
    rg, vg = r[::2], v[::2]
    match = np.nonzero(eps - vg > 0)[0][-1]
    p_out, q_out = march(mats[:match], *start)
    k = np.sqrt(-2 * eps)
    p_in, q_in = march(np.linalg.inv(mats[match:])[::-1], 1.0, -0.5 * k)
    p_in, q_in = p_in[::-1], q_in[::-1]
    scale = p_out[-1] / p_in[0]
    assert abs(q_in[0] * scale - q_out[-1]) < 1e-4 * k * abs(p_out[-1])
    p = np.concatenate([p_out, scale * p_in[1:]])
    q = np.concatenate([q_out, scale * q_in[1:]])
    norm = simpson((p**2 + alpha2 * q**2) * rg, dx=h)
    inner = p[0] * q[0] / r0 / (2 * g - 1)
    return eps, (simpson(p * q / rg, dx=h) + inner) / norm


def hyperfine(kappa, radial):
    j = j_of(kappa)
    return 2 * kappa * radial / (j * (j + 1))


cases = {
    "6p": (6, v_atom, 60.0, -5.0, -0.02),
    "12p": (12, v_atom, 370.0, -0.3, -0.002),
    "H-like 12p": (12, v_coulomb, 8.0, -0.05 * Z**2, -0.002 * Z**2),
}
energy, radial = {}, {}
for label, (n, pot, r_end, low, high) in cases.items():
    for name, kappa in KAPPAS.items():
        for kind, alpha2 in (("rel", ALPHA**2), ("nr", 0.0)):
            key = (label, name, kind)
            energy[key], radial[key] = solve_state(
                n, kappa, alpha2, pot, r_end, low, high)


def ratio(label, kind):
    return (hyperfine(1, radial[label, "p1/2", kind])
            / hyperfine(-2, radial[label, "p3/2", kind]))


def nstar(label, name, kind):
    core = Z if label.startswith("H-like") else 1
    return core / np.sqrt(-2 * energy[label, name, kind])


def scaled_factor(label, name):
    """Relativistic over non-relativistic R, each multiplied by nstar^3."""
    top = radial[label, name, "rel"] * nstar(label, name, "rel")**3
    return top / (radial[label, name, "nr"] * nstar(label, name, "nr")**3)


for label in cases:
    assert abs(ratio(label, "nr") / 5 - 1) < 1e-3
exact_nr = -Z**2 / (2 * 12**2)
assert abs(energy["H-like 12p", "p1/2", "nr"] / exact_nr - 1) < 1e-4
for name, kappa in KAPPAS.items():
    f = casimir(j_of(kappa))
    # finite n leaves corrections of order (alpha Z / n)^2 = 0.24 percent
    assert abs(scaled_factor("H-like 12p", name) / f - 1) < 0.01
    # screening inside the core is outside the Casimir assumptions
    assert abs(scaled_factor("12p", name) / f - 1) < 0.10

casimir_ratio = 5 * casimir(0.5) / casimir(1.5)
scaled_ratio = (5 * scaled_factor("12p", "p1/2")
                / scaled_factor("12p", "p3/2"))
assert abs(scaled_ratio / casimir_ratio - 1) < 0.10
assert energy["6p", "p1/2", "rel"] < energy["6p", "p3/2", "rel"]
assert ratio("6p", "rel") > casimir_ratio > 5

# ---- printed numbers ----
mu_b = const.physical_constants["Bohr magneton"][0]
mu_n = const.physical_constants["nuclear magneton"][0]
a0 = const.physical_constants["Bohr radius"][0]
unit_mhz = const.mu_0 / (4 * np.pi) * 2 * mu_b * mu_n / a0**3 / const.h / 1e6

print(f"Z = {Z}, alpha Z = {ALPHA * Z:.5f}")
for name, kappa in KAPPAS.items():
    print(f"{name}: kappa = {kappa}, gamma = {gamma_of(kappa):.5f}")
    print(f"{name}: angular factor kappa/(j(j+1)) = {angular[name]:.5f}")
    print(f"{name}: Bessel integral = {bessel_integral[name]:.6f}")
    print(f"{name}: Casimir factor F = {casimir(j_of(kappa)):.4f}")
    print(f"{name}: F from direct integrals = {direct_factor[name]:.4f}")
print(f"F(1/2)/F(3/2) = {casimir(0.5) / casimir(1.5):.4f}")
print(f"Casimir ratio A(p1/2)/A(p3/2), Tl = {casimir_ratio:.3f}")
for symbol, charge in (("B", 5), ("Al", 13), ("Ga", 31), ("In", 49)):
    f1, f3 = casimir(0.5, charge), casimir(1.5, charge)
    print(f"{symbol} Z={charge}: F1/2 {f1:.4f}, F3/2 {f3:.4f}, "
          f"ratio {5 * f1 / f3:.3f}")
print(f"Thomas-Fermi initial slope = {tf.sol(0.0)[1]:.5f}")
for name in KAPPAS:
    print(f"H-like 12{name}: scaled factor = "
          f"{scaled_factor('H-like 12p', name):.4f}")
for name in KAPPAS:
    print(f"Tl model 12{name}: nstar rel = {nstar('12p', name, 'rel'):.4f}, "
          f"nr = {nstar('12p', name, 'nr'):.4f}")
    print(f"Tl model 12{name}: scaled factor = "
          f"{scaled_factor('12p', name):.4f}")
print(f"Tl model 12p: ratio from scaled factors = {scaled_ratio:.3f}")
print(f"Tl model 12p: unscaled relativistic ratio = {ratio('12p', 'rel'):.3f}")
print(f"Hyperfine unit for gI = 1, <r^-3> = 1 a.u.: {unit_mhz:.4f} MHz")
for name, kappa in KAPPAS.items():
    for kind in ("nr", "rel"):
        key = ("6p", name, kind)
        a_mhz = unit_mhz * hyperfine(kappa, radial[key])
        print(f"Tl model 6{name} {kind}: energy = {energy[key]:.5f} hartree, "
              f"A/gI = {a_mhz:.1f} MHz")
print(f"Tl model 6p non-relativistic <r^-3> = "
      f"{radial['6p', 'p1/2', 'nr']:.3f} a.u.")
print(f"Tl model 6p non-relativistic ratio = {ratio('6p', 'nr'):.4f}")
print(f"Tl model 6p relativistic ratio = {ratio('6p', 'rel'):.3f}")
print(f"Tl model 6p ratio / Casimir ratio = "
      f"{ratio('6p', 'rel') / casimir_ratio:.3f}")
cube = (nstar("6p", "p3/2", "rel") / nstar("6p", "p1/2", "rel"))**3
print(f"Tl model 6p (nstar3/2 / nstar1/2)^3 = {cube:.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Z = 81, alpha Z = 0.59109
p1/2: kappa = 1, gamma = 0.80661
p1/2: angular factor kappa/(j(j+1)) = 1.33333
p1/2: Bessel integral = 0.096707
p1/2: Casimir factor F = 2.3210
p1/2: F from direct integrals = 2.3210
p3/2: kappa = -2, gamma = 1.91066
p3/2: angular factor kappa/(j(j+1)) = -0.53333
p3/2: Bessel integral = 0.004810
p3/2: Casimir factor F = 1.1543
p3/2: F from direct integrals = 1.1543
F(1/2)/F(3/2) = 2.0107
Casimir ratio A(p1/2)/A(p3/2), Tl = 10.054
B Z=5: F1/2 1.0024, F3/2 1.0005, ratio 5.010
Al Z=13: F1/2 1.0167, F3/2 1.0035, ratio 5.066
Ga Z=31: F1/2 1.1018, F3/2 1.0204, ratio 5.399
In Z=49: F1/2 1.2909, F3/2 1.0523, ratio 6.134
Thomas-Fermi initial slope = -1.58807
H-like 12p1/2: scaled factor = 2.3130
H-like 12p3/2: scaled factor = 1.1521
Tl model 12p1/2: nstar rel = 7.7655, nr = 7.9757
Tl model 12p1/2: scaled factor = 2.2850
Tl model 12p3/2: nstar rel = 7.9102, nr = 7.9757
Tl model 12p3/2: scaled factor = 1.2018
Tl model 12p: ratio from scaled factors = 9.507
Tl model 12p: unscaled relativistic ratio = 10.048
Hyperfine unit for gI = 1, <r^-3> = 1 a.u.: 95.4107 MHz
Tl model 6p1/2 nr: energy = -0.13210 hartree, A/gI = 1431.2 MHz
Tl model 6p1/2 rel: energy = -0.18382 hartree, A/gI = 8121.9 MHz
Tl model 6p3/2 nr: energy = -0.13210 hartree, A/gI = 286.2 MHz
Tl model 6p3/2 rel: energy = -0.14359 hartree, A/gI = 438.2 MHz
Tl model 6p non-relativistic <r^-3> = 5.625 a.u.
Tl model 6p non-relativistic ratio = 5.0000
Tl model 6p relativistic ratio = 18.536
Tl model 6p ratio / Casimir ratio = 1.844
Tl model 6p (nstar3/2 / nstar1/2)^3 = 1.448
ALL CHECKS PASSED
```
